# Current step from one trapped electron in a transistor channel

## Problem

A silicon n-channel transistor has a channel of length $L=50$ nm and width $W=30$ nm. It holds a uniform sheet of $n=5\times10^{12}$ electrons per cm². One trap in the gate oxide captures and releases single electrons, so the drain current jumps between two levels. This is random telegraph noise.

The mobility is $\mu=200$ cm²/Vs, the drain bias $V=20$ mV and the temperature $T=300$ K. The oxide thickness is $t=2$ nm, and the trap lies $z=0.2$ nm inside the oxide, measured from the silicon. The electron layer is treated as a sheet $z_c=1$ nm inside the silicon. The relative permittivities are $\varepsilon_{ox}=3.9$ and $\varepsilon_{si}=11.7$. The electrons have mass $m=0.19\,m_e$ and occupy $g_v=2$ equivalent valleys. These are rough, round parameters.

1. Estimate the relative height of the current step.
2. The trap stays empty for 2 ms and filled for 1 ms on average. Find the rms noise.
3. Find how the step changes when the gate shares the trap's charge, when the trap scatters electrons, when the loss of electrons is local, and when the leads have a total resistance of 200 Ω µm (resistance times width).

The gate voltage is held fixed throughout. A step is quoted as a positive drop, relative to the current with the trap empty.

## First estimate by scaling

At small bias the current is proportional to the number of mobile electrons, provided that their mobility does not change. The area is

$$A=WL=1500\ \text{nm}^2=1.5\times10^{-11}\ \text{cm}^2 ,$$

and the mean number of electrons is

$$N=nA=(5\times10^{12})(1.5\times10^{-11})=75 .$$

If capture removes one of them,

$$\frac{\Delta I}{I}\approx\frac1N=\frac1{75}=1.33\ \text{percent}.$$

The estimate scales as $1/(nWL)$. Doubling both length and width at fixed density gives 300 electrons and a step of 0.33 percent. It assumes that one trapped electron costs the channel one electron, and that nothing else changes.

## Solution

### Current and rms noise

For a uniform channel with negligible lead resistance, Ohm's law gives

$$I=GV,\qquad G=\frac WL\,en\mu .$$

Here $en\mu=(1.602\times10^{-19})(5\times10^{12})(200)=1.60\times10^{-4}$ S. Multiplication by $W/L=0.6$ gives $G=9.61\times10^{-5}$ S, so $I=1.92$ µA. One electron fewer changes $n$ by $-1/A$. At fixed $\mu$ the drop is therefore $I/(nA)=I/N$, or 25.6 nA.

This is the distance between the two levels, not the rms noise. Let $p$ be the fraction of time for which the trap is filled:

$$p=\frac{1\ \text{ms}}{2\ \text{ms}+1\ \text{ms}}=\frac13 .$$

The current is $I$ with probability $1-p$ and $I-\Delta I$ with probability $p$. Its mean is $I-p\,\Delta I$, so the deviations from the mean are $p\,\Delta I$ and $-(1-p)\Delta I$. The variance is

$$(1-p)p^2\Delta I^2+p(1-p)^2\Delta I^2=p(1-p)\Delta I^2 ,$$

because $p+(1-p)=1$. Hence

$$\frac{I_{\rm rms}}{I}=\frac{\sqrt{p(1-p)}}N=\frac{0.471}{75}=0.63\ \text{percent}.$$

The product $p(1-p)$ is largest at $p=1/2$, so the rms value cannot exceed half the step, here 0.67 percent. The figure of 1.3 percent describes the jump seen on an oscilloscope.

### How many electrons leave the channel

A trapped electron repels electrons from the channel, but part of its field ends on the gate. Let $r$ be the number of channel electrons lost per trapped electron. The gate then gains positive charge $(1-r)e$, since the total charge change must vanish if no field penetrates below the electron sheet.

Average over the channel area. A layer of thickness $d$ and relative permittivity $\varepsilon$, with charge per area $Q$ on its faces, carries a voltage $Qd/(\varepsilon\varepsilon_0)$. With the gate potential fixed, the potential change at the trap plane is

$$\delta\phi_t=-\frac{e(1-r)}{A\varepsilon_0}\,d_g,\qquad d_g=\frac{t-z}{\varepsilon_{ox}} .$$

Reached from the channel side, the same change is

$$\delta\phi_t=\delta\phi_c-\frac{er}{A\varepsilon_0}\left(\frac z{\varepsilon_{ox}}+\frac{z_c}{\varepsilon_{si}}\right),$$

where $\delta\phi_c$ is the potential change at the electron sheet. The contacts fix the total chemical potential. The chemical potential $\zeta$ measured from the subband edge therefore changes by $e\,\delta\phi_c$, and

$$-\frac rA=\frac{dn}{d\zeta}\,e\,\delta\phi_c
\quad\Longrightarrow\quad
\delta\phi_c=-\frac{r}{Ae\,(dn/d\zeta)} .$$

Equating the two expressions for $\delta\phi_t$ and multiplying by $-A\varepsilon_0/e$ gives $(1-r)d_g=r\,d_c$, with

$$d_c=\frac z{\varepsilon_{ox}}+\frac{z_c}{\varepsilon_{si}}+\frac{\varepsilon_0}{e^2\,dn/d\zeta},
\qquad r=\frac{d_g}{d_g+d_c}.$$

The last term in $d_c$ is needed because a change of density requires a change of potential, even in a sheet of zero thickness.

For one two-dimensional subband the density of states is $D=g_vm/(\pi\hbar^2)=1.59\times10^{14}$ eV⁻¹cm⁻², including spin. Integrating the Fermi function over energy gives

$$n=DkT\ln\!\left(1+e^{\zeta/kT}\right),\qquad
\frac{dn}{d\zeta}=D\frac{e^{\zeta/kT}}{1+e^{\zeta/kT}} .$$

The first equation says that $1+e^{\zeta/kT}=e^{n/DkT}$, so

$$\frac{dn}{d\zeta}=D\left(1-e^{-n/DkT}\right).$$

With $kT=0.0259$ eV, $n/DkT=1.22$ and $dn/d\zeta=1.12\times10^{14}$ eV⁻¹cm⁻². The last term in $d_c$ is then 0.049 nm, and

$$d_g=\frac{1.8}{3.9}=0.462\ \text{nm},\qquad
d_c=0.0513+0.0855+0.0494=0.186\ \text{nm}.$$

Thus $r=0.462/0.648=0.713$. Gate sharing alone lowers the step to $0.713/75=0.95$ percent.

This linear result can be compared with a finite-difference solution of the one-dimensional Poisson equation, with the full Fermi occupation and one trapped charge per channel area. That gives 0.7124, against 0.7126 from the formula.

The sum $d_g+d_c$ does not depend on $z$, so $r$ falls linearly as the trap moves towards the gate, and vanishes there. Cooling to 4.2 K at fixed density and geometry makes the exponential negligible and raises $r$ only to 0.73. More occupied subbands change little at 300 K. A subband with density of states $D_i$ and density $n_i$ contributes $D_i(1-e^{-n_i/D_ikT})\le n_i/kT$, so $dn/d\zeta\le n/kT=1.93\times10^{14}$ eV⁻¹cm⁻². The last term in $d_c$ then stays above 0.028 nm and, at the same sheet depth, $r$ stays below 0.74. Dropping that term altogether gives the purely geometric value 0.77. Of the gate's share of 0.29, about 0.23 thus comes from the geometry.

### Scattering by the trap

Capture also changes the trap's charge, and hence the mobility. Let charged traps of sheet density $N_t$ add $\alpha N_t$ to $1/\mu$. This assumes that independent scattering rates add. For one trap, $N_t=1/A$.

To estimate $\alpha$, use the golden rule for elastic scattering through an angle $\theta$. The factor $1-\cos\theta$ weights each event by its loss of forward momentum:

$$\frac1\tau=\frac{2\pi}{\hbar}N_t\int\frac{d^2k'}{(2\pi)^2}\,U(q)^2(1-\cos\theta)\,\delta(E_{k'}-E_k).$$

Since $d^2k'=(m/\hbar^2)\,dE\,d\theta$, the energy integral removes the delta function. The two halves of the circle contribute equally, so

$$\frac1\tau=\frac{mN_t}{\pi\hbar^3}\int_0^\pi U(q)^2(1-\cos\theta)\,d\theta .$$

For degenerate electrons $q=2k_F\sin(\theta/2)$ and $k_F=\sqrt{2\pi n/g_v}=0.396$ nm⁻¹.

Without mobile electrons, and neglecting the gate, the trap's potential energy is $U_0=e^2e^{-qd}/(2\bar\varepsilon\varepsilon_0q)$. Here $\bar\varepsilon=(3.9+11.7)/2=7.8$ and $d=z+z_c=1.2$ nm. The electrons respond with a density change $-DU$. If the responding sheet is treated as lying at the interface, its own potential energy is $-q_sU/q$, where $q_s=e^2D/(2\bar\varepsilon\varepsilon_0)=1.84$ nm⁻¹. Solving $U=U_0-q_sU/q$ gives

$$U(q)=\frac{e^2e^{-qd}}{2\bar\varepsilon\varepsilon_0(q+q_s)} .$$

The contribution to $1/\mu$ is $m/(e\tau)$, so

$$\alpha=\frac{m^2}{\pi e\hbar^3}\int_0^\pi U(q)^2(1-\cos\theta)\,d\theta .$$

Numerical integration gives $\alpha=2.0\times10^{-16}$ V s. At zero temperature and very low density $q\to0$ and $U\to1/D$. The angular integral is then $\pi/D^2$, and $\alpha\to\pi^2\hbar/(eg_v^2)=1.6\times10^{-15}$ V s. The actual value is about eight times smaller because scattering at finite $q$ is weakened both by the distance factor $e^{-2qd}$ and by the factor $[q_s/(q+q_s)]^2$. The low-density limit does not carry over to 300 K. There a dilute sheet has thermal wave vectors and weak screening, since $dn/d\zeta\to n/kT$, and the same golden-rule integral rises to about $10^{-14}$ V s at the lowest densities.

If the trap is charged when filled, capture changes the mobility by

$$\frac{\delta\mu}\mu\simeq-\mu\,\delta\!\left(\frac1\mu\right)=-\frac{\alpha\mu}{A}=-\frac{\alpha\mu n}{N}.$$

If it is positive when empty and neutral when filled, the sign is reversed. Its charge still changes by $-e$, so $r$ is the same in this linear estimate. Since $I\propto n\mu$, the relative changes add to first order. With the mobility due to all other scatterers held fixed as $n$ changes,

$$\boxed{\frac{\Delta I}{I}=\frac{r\pm\alpha\mu n}{N}}$$

The upper sign belongs to a trap charged when filled. Here

$$\alpha\mu n=(1.96\times10^{-16})(200)(5\times10^{12})=0.196 .$$

The two steps are $(0.713+0.196)/75=1.21$ percent and $(0.713-0.196)/75=0.69$ percent. The scattering term is a rough estimate: it uses the zero-temperature formula, although $n/DkT=1.22$ is not far into the degenerate regime, and it treats the trap as a weak scatterer. Placing the responding sheet at the interface also overstates its screening. For a sheet at depth $z_c$, with the gate still neglected, the image charge at the interface multiplies $q_s$ by $\tfrac23(1+\tfrac12e^{-2qz_c})$. This would raise $\alpha$ by roughly 40 percent and move the two steps to about 1.3 and 0.6 percent. The last digits of the steps quoted here and below therefore show the arithmetic, not the accuracy.

If the background mobility itself depends on density, the loss of $r$ electrons changes it too, and $r$ in the boxed formula becomes $r\,(1+d\ln\mu/d\ln n)$. A slope of $-0.3$, for a mobility that falls as the electrons are pressed against the interface, would subtract 0.21 from the numerator, as much as the scattering term. A mobility limited by screened charges rises with density and would add to the step instead. This term is left out of the numbers below.

### Does a local loss count like a uniform one?

The missing electron leaves a depleted patch near the trap. Suppose that Ohm's law holds locally. Let $\mathbf E$, $\mathbf J$ and $\sigma$ be the field, sheet current density and sheet conductivity before capture, and let primes denote the values afterwards. The contact voltages are unchanged and no current crosses the side edges.

Because $\nabla\cdot\mathbf J'=0$ and $\mathbf E=-\nabla\phi$, integration by parts gives $\int\mathbf J'\cdot\mathbf E\,dA=I'V$. Likewise $\int\mathbf J\cdot\mathbf E'\,dA=IV$. Subtracting,

$$(I'-I)V=\int(\sigma'-\sigma)\,\mathbf E\cdot\mathbf E'\,dA .$$

For a shallow patch $\mathbf E'\approx\mathbf E$, which has the uniform size $V/L$. Dividing by $IV=\sigma WV^2/L$ leaves

$$\frac{I'-I}{I}=\frac1A\int\frac{\sigma'-\sigma}{\sigma}\,dA=\frac1{nA}\int\delta n\,dA=-\frac1N$$

for one missing electron at fixed mobility. To this order neither the position nor the shape of the patch matters.

For a deeper patch, take a small disk of radius $a$ with conductivity $s\sigma$, far from the edges. The potentials are $-E_ix$ inside and $-(E+B/\rho^2)x$ outside, where $\rho$ is the distance from the centre. Continuity of the potential and of the normal current at $\rho=a$ requires

$$E_i=E+\frac B{a^2},\qquad sE_i=E-\frac B{a^2}.$$

Adding these gives $E_i=2E/(1+s)$. The integral then yields

$$\frac{\Delta I}{I}=\frac{\pi a^2(1-s)}{A}\,\frac2{1+s}=\frac1N\,\frac2{1+s},$$

where the last step uses $\pi a^2n(1-s)=1$ for one missing electron. The factor grows from 1 for a shallow disk to 2 for an empty one, because current must also detour around the disk.

A finite-volume solution for the whole channel, with 0.25 nm cells, gives factors of 1.05, 1.33 and 1.67 for $s=0.9$, 0.5 and 0.2. The formula gives the same values to these digits. The first disk was placed off centre.

An empty disk holding one electron's worth of charge has radius $a=1/\sqrt{\pi n}=2.5$ nm. The mean free path, estimated for degenerate electrons, is $\hbar k_F\mu/e=5.2$ nm. Local Ohm's law is therefore unreliable inside such a small patch. The factor of 2 shows how strong a local obstacle could be in the continuum picture. It is not added to the scattering term here, because both picture the same trap obstructing the current and adding them could count that effect twice.

### Resistance of the leads

The channel resistance is $R=1/G=10.4$ kΩ. The leads add $R_s=200/0.03=6.67\times10^3$ Ω, with the width in µm. At fixed terminal voltage $I=V/(R+R_s)$, and a small increase $\delta R$ gives

$$\frac{\Delta I}{I}\simeq\frac{\delta R}{R+R_s}=\frac{R}{R+R_s}\,\frac{\delta R}{R}.$$

To first order $\delta R/R$ is the step found without leads. The factor is $10.40/17.07=0.61$, so the leads dilute every relative step by about 39 percent.

## Comparison

| Assumption | No lead resistance | With leads |
|---|---|---|
| One electron lost, fixed mobility | 1.33 % | 0.81 % |
| Gate sharing, trap charged when filled | 1.21 % | 0.74 % |
| Gate sharing, trap neutral when filled | 0.69 % | 0.42 % |

The scaling estimate gives the right order of magnitude. Without lead resistance it is 10 percent above the calculated step for a trap charged when filled. That closeness is partly a cancellation: gate sharing removes 0.29 from the numerator of the boxed formula, and scattering restores 0.20. With $\alpha$, $r$ and $n$ held fixed, the cancellation would be complete at $\mu=200\times0.287/0.196\approx290$ cm²/Vs, and a higher mobility would give a step above $1/N$. Thus $1/N$ is a reference value, not an upper bound.

For a second case, reduce the density to $10^{12}$ cm⁻² in the same area. Then $N=15$ and the first estimate rises to 6.7 percent. The corrections cannot simply be carried over, because $dn/d\zeta$, $\alpha$ and usually $\mu$ depend on density.

The parameters lie in the rough range of a small silicon transistor in strong inversion. The oxide field due to the electrons alone is $en/(\varepsilon_0\varepsilon_{ox})=2.3$ MV/cm. Depletion charge under the channel adds to it: a doping of $10^{18}$ cm⁻³ contributes about $3.7\times10^{12}$ charges per cm² and raises the field to about 4 MV/cm, still below the rough breakdown scale of 10 MV/cm. The drain bias changes the density along the channel by $\varepsilon_0V/[e(d_g+d_c)]$, or 3.4 percent of $n$. The mean drift velocity, $\mu V/L=8\times10^5$ cm/s, is well below the rough saturation value of $10^7$ cm/s. Uniform, low-field conduction is thus consistent with the chosen bias. Leakage through the oxide is left out. The channel is also only about ten mean free paths long. Its roughly six conducting modes at 300 K set a ballistic resistance $h/(2e^2\times6)\approx2$ kΩ, about a fifth of $R$. The Ohmic formula omits this unless $\mu$ is read as an apparent mobility that already includes it.

Real channels can also depart from the model through an uneven density, caused for example by individual dopant atoms. For a shallow local loss, the current identity weights each missing electron by the square of the local field. If the field at the trap is twice $V/L$, while the total conductance and local mobility keep their uniform values, the step is four times $1/N$, or 5.3 percent. A trap beside a region that carries little current can instead have a very small effect.

Cooling brings a further limit. Here $k_F$ times the mean free path is only about 2, so wave interference need not be a small correction at low temperature. The value $r=0.73$ at 4.2 K describes the electrostatics, and does not by itself predict the cryogenic current step.
